\section*{Spin-orbit splitting of the Pb 6p conduction triplet in cubic perovskites, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: the triplet, its spinors and the gap theorem}

\subsection{Definitions and conventions}

The crystal is a cubic lead halide perovskite with lattice constant $a$. Lead sits on the cube corners, a halide X sits at the midpoint of every cube edge, and the remaining cation occupies the cube centre. The origin is a Pb nucleus and the axes $x,y,z$ run along the Pb--X bonds. The point R of the Brillouin zone is
\begin{equation}
\mathbf k_R=\frac{\pi}{a}(1,1,1).
\label{eq:R}
\end{equation}

Electrons are treated in a mean field: each moves in the same local, periodic potential energy $V(\mathbf r)$, as in Kohn--Sham theory with a local functional. The one-electron Hamiltonian is $H=H_0+H_{\rm SO}$. The part $H_0$ does not act on spin and may contain the scalar relativistic terms. The gap $E_g$ is the difference of one-electron energies between the lowest empty and the highest filled level. Excitonic binding is not part of it.

The spin operator $\mathbf s=\boldsymbol\sigma/2$ and the orbital angular momentum $\mathbf l=\mathbf r\times\mathbf p/\hbar$ are dimensionless. Spin-orbit coupling is taken in its leading relativistic form,
\begin{equation}
H_{\rm SO}=\frac{\hbar}{4m^2c^2}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)
=\sum_a K_a s_a,\qquad
\mathbf K=\frac{\hbar}{2m^2c^2}\,\nabla V\times\mathbf p .
\label{eq:HSO}
\end{equation}
The factor 4 has become 2 because $\boldsymbol\sigma=2\mathbf s$. Close to a nucleus $V$ depends on $r$ alone. There $\nabla V=(dV/dr)\,\mathbf r/r$, and with $\mathbf r\times\mathbf p=\hbar\mathbf l$,
\begin{equation}
\mathbf K=\zeta(r)\,\mathbf l,\qquad
\zeta(r)=\frac{\hbar^2}{2m^2c^2}\,\frac1r\frac{dV}{dr}.
\label{eq:central}
\end{equation}
An attractive potential rises outwards, so $\zeta(r)>0$. The factor $r^{-1}dV/dr$ favours the region near the nucleus, which is why a heavy atom such as lead matters here.

\subsection{Assumptions and theorem}

\paragraph{Assumptions.}
(A1) The potential has the full cubic symmetry about Pb. (A2) Without $H_{\rm SO}$ both band edges lie at R, and they still do when $H_{\rm SO}$ is present. (A3) Without $H_{\rm SO}$ the conduction edge at R, at energy $E_C$, is an orbital triplet $|x\rangle,|y\rangle,|z\rangle$ that transforms under rotations about Pb as the functions $x,y,z$ do; these are the Pb 6p states with whatever halide admixture symmetry allows. The valence edge, at $E_V$, is an orbital singlet. (A4) $H_{\rm SO}$ is small compared with the distances from these levels to the others at R that it couples to them, and it is too small to close the gap.

\paragraph{Theorem.}
Under (A1)--(A4) there is a real number $\zeta$ such that $H_{\rm SO}$, restricted to the conduction triplet, equals $\zeta\,\mathbf l\cdot\mathbf s$, where $\mathbf l$ is represented by the $l=1$ matrices. If $\zeta>0$, then to first order in $H_{\rm SO}$ the six conduction spinors split into
\begin{equation}
E_{1/2}=E_C-\zeta\ \ (\text{two spinors}),\qquad
E_{3/2}=E_C+\tfrac12\zeta\ \ (\text{four spinors}),
\label{eq:thm1}
\end{equation}
the valence edge does not move, and
\begin{equation}
E_g=E_C-E_V-\zeta .
\label{eq:thm2}
\end{equation}

The number $\zeta$ belongs to the triplet of the crystal. Its relation to the value for a Pb 6p orbital is worked out in the second half for a definite model.

\subsection{Lemma 1: the operator K is a vector under cubic rotations}

Let $\mathcal R$ be a proper rotation of the cube, with orthogonal matrix $R$ and $\det R=1$, and let $(Uf)(\mathbf r)=f(R^{-1}\mathbf r)$ be its action on functions. Then
\begin{equation}
U K_a U^{-1}=\sum_b R_{ba}K_b .
\label{eq:Kvec}
\end{equation}

\paragraph{Proof.}
Multiplication by the coordinate $r_a$ becomes, under $U\cdots U^{-1}$, multiplication by $(R^{-1}\mathbf r)_a=\sum_bR_{ba}r_b$, since $R^{-1}$ is the transpose of $R$. The momentum transforms in the same way. For the gradient, (A1) gives $V(\mathbf r)=V(R^{-1}\mathbf r)$. The chain rule then yields $\partial_bV(\mathbf r)=\sum_aR_{ba}(\partial_aV)(R^{-1}\mathbf r)$, and inverting this orthogonal relation gives
\begin{equation}
(\partial_aV)(R^{-1}\mathbf r)=\sum_bR_{ba}\,\partial_bV(\mathbf r).
\end{equation}
Both factors of the cross product are therefore vectors. For an orthogonal matrix
\begin{equation}
\sum_{cd}\epsilon_{acd}R_{bc}R_{ed}=\det R\,\sum_f R_{fa}\,\epsilon_{fbe},
\end{equation}
and with $\det R=1$ the cross product is a vector too, which is \eqref{eq:Kvec}.

The rotation also leaves R in place. It permutes the components of $\mathbf k_R$ and changes some signs, and a change from $\pi/a$ to $-\pi/a$ is a shift by a reciprocal lattice vector. Hence $U$ turns Bloch states at R into Bloch states at R, and the triplet can indeed carry a representation of all cubic rotations.

\subsection{Lemma 2: one constant describes the coupling in the triplet}

In the triplet of (A3),
\begin{equation}
\langle i|K_a|j\rangle=-i\zeta\,\epsilon_{aij},\qquad \zeta\ \text{real}.
\label{eq:lemma2}
\end{equation}

\paragraph{Proof.}
Write $T_{aij}=\langle i|K_a|j\rangle$. By (A3), $U|j\rangle=\sum_lR_{lj}|l\rangle$. Since $U$ is unitary, $T_{aij}=\langle Ui|UK_aU^{-1}|Uj\rangle$, so
\begin{equation}
T_{aij}=\sum_{bkl}R_{ba}R_{ki}R_{lj}\,T_{bkl}.
\label{eq:Tinv}
\end{equation}

Take first the half-turn about $z$, $R=\mathrm{diag}(-1,-1,1)$. It multiplies $T_{aij}$ by $(-1)^{n_x+n_y}$, where $n_x$ counts how often $x$ occurs among the three indices, and likewise for $n_y,n_z$. A nonzero element needs $n_x+n_y$ even. The half-turns about $x$ and $y$ require $n_y+n_z$ and $n_x+n_z$ to be even. The three counts thus have the same parity. Their sum is 3, so all are odd, and each equals 1. The three indices must be different.

The threefold rotation $x\to y\to z\to x$ makes the three elements with cyclic index order equal, and also the three with anticyclic order. The quarter-turn about $z$ takes $x$ to $y$ and $y$ to $-x$, so $R_{yx}=1$, $R_{xy}=-1$, $R_{zz}=1$, and \eqref{eq:Tinv} gives
\begin{equation}
T_{xyz}=R_{yx}R_{xy}R_{zz}\,T_{yxz}=-T_{yxz}.
\end{equation}
Therefore $T_{aij}=t\,\epsilon_{aij}$ with one number $t$.

The operator $K_a$ is Hermitian: exchanging the order of $\partial_bV$ and $p_c$ produces a term proportional to $\epsilon_{abc}\partial_b\partial_cV$, which sums to zero. Hence $t\,\epsilon_{aij}=t^*\epsilon_{aji}=-t^*\epsilon_{aij}$, so $t$ is imaginary and can be written $-i\zeta$.

\paragraph{Identification with angular momentum.}
Acting on the function $y$, the operator $l_z=-i(x\partial_y-y\partial_x)$ gives $-ix$. The $x,y$ element of $l_z$ for a p shell is thus $-i=-i\epsilon_{zxy}$, and cyclic permutation and antisymmetry supply the rest:
\begin{equation}
(l_a)_{ij}=-i\epsilon_{aij}.
\label{eq:lmat}
\end{equation}
Comparison with \eqref{eq:lemma2} shows that $K_a$ acts in the triplet as $\zeta l_a$. With $P$ the projector on the triplet and both spin directions,
\begin{equation}
PH_{\rm SO}P=\zeta\,\mathbf l\cdot\mathbf s .
\label{eq:PHP}
\end{equation}
No atomic approximation entered. The halide parts of the wavefunction change the value of $\zeta$ and leave the form of the operator alone. The sign of $\zeta$ is not fixed by symmetry. It is positive when the triplet is mainly Pb 6p, because \eqref{eq:central} is then averaged with a positive radial density.

\subsection{Lemma 3: the spectrum and the spinors}

On the six states of a p triplet with spin, $\mathbf l\cdot\mathbf s$ has the eigenvalue $-1$ twice, with $j=1/2$, and $+1/2$ four times, with $j=3/2$.

\paragraph{Proof.}
Let $\mathbf j=\mathbf l+\mathbf s$. Since $\mathbf l$ and $\mathbf s$ commute, $\mathbf j^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s$. With $\mathbf l^2=2$ and $\mathbf s^2=3/4$,
\begin{equation}
\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-\tfrac{11}{4}\right].
\label{eq:ls}
\end{equation}
Coupling $l=1$ to $s=1/2$ gives $j=1/2$ and $j=3/2$, with two and four states. For $j=1/2$ the bracket is $3/4-11/4=-2$, and for $j=3/2$ it is $15/4-11/4=1$.

\paragraph{Explicit spinors.}
From \eqref{eq:lmat}, $l_x|z\rangle=-i|y\rangle$ and $l_y|z\rangle=i|x\rangle$. From the Pauli matrices, $s_x{\uparrow}=\tfrac12{\downarrow}$ and $s_y{\uparrow}=\tfrac i2{\downarrow}$. Write $A=|z{\uparrow}\rangle$ and $B=|(x+iy){\downarrow}\rangle$, where $B$ has squared norm 2. Then
\begin{equation}
\mathbf l\cdot\mathbf s\,A=-\tfrac i2|y{\downarrow}\rangle-\tfrac12|x{\downarrow}\rangle=-\tfrac12B .
\label{eq:lsA}
\end{equation}
For $B$ one needs $l_y|x\rangle=-i|z\rangle$, $l_z|x\rangle=i|y\rangle$, $l_x|y\rangle=i|z\rangle$, $l_z|y\rangle=-i|x\rangle$, together with $s_x{\downarrow}=\tfrac12{\uparrow}$, $s_y{\downarrow}=-\tfrac i2{\uparrow}$ and $s_z{\downarrow}=-\tfrac12{\downarrow}$:
\begin{align}
\mathbf l\cdot\mathbf s\,|x{\downarrow}\rangle&=-\tfrac12|z{\uparrow}\rangle-\tfrac i2|y{\downarrow}\rangle,\\
\mathbf l\cdot\mathbf s\,|y{\downarrow}\rangle&=\tfrac i2|z{\uparrow}\rangle+\tfrac i2|x{\downarrow}\rangle,\\
\mathbf l\cdot\mathbf s\,B&=-A-\tfrac12B .
\label{eq:lsB}
\end{align}
The last line is the first plus $i$ times the second. Adding \eqref{eq:lsA} and \eqref{eq:lsB} gives $\mathbf l\cdot\mathbf s(A+B)=-(A+B)$. Likewise $\mathbf l\cdot\mathbf s(2A-B)=A-\tfrac12B=\tfrac12(2A-B)$. The normalized spinors with $m=1/2$ are
\begin{align}
|\tfrac12,\tfrac12\rangle&=\frac{1}{\sqrt3}\left[|z{\uparrow}\rangle+|(x+iy){\downarrow}\rangle\right],
\label{eq:low}\\
|\tfrac32,\tfrac12\rangle&=\frac{1}{\sqrt6}\left[2|z{\uparrow}\rangle-|(x+iy){\downarrow}\rangle\right].
\label{eq:high}
\end{align}

In \eqref{eq:low} each of $x,y,z$ has weight $1/3$. The new conduction edge has no preferred bond axis, although it is built from directed p orbitals. Its spin-down part has weight $2/3$, so $\langle s_z\rangle=\tfrac12(\tfrac13-\tfrac23)=-\tfrac16$ while $m=+\tfrac12$: the spin points on average against the total angular momentum. This is the sense in which spin and orbital motion are opposed in the lower level.

\subsection{Lemma 4: an orbital singlet has no first-order shift}

\paragraph{Proof.}
Let $|v\rangle$ be the valence orbital at R. A rotation multiplies it by a phase, which cancels in $\langle v|K_a|v\rangle$. The half-turn about $z$ reverses $K_x$ and $K_y$, so their expectation values equal their own negatives and vanish. The half-turn about $x$ does the same for $K_z$. In the two-dimensional space $|v\rangle\otimes\{\uparrow,\downarrow\}$ the restricted operator is $\sum_a\langle v|K_a|v\rangle s_a=0$.

\subsection{Proof of the theorem}

Replace $H_{\rm SO}$ by $\eta H_{\rm SO}$ and expand a state that starts in the triplet as $\phi_0+\eta\phi_1+\dots$, with energy $E_C+\eta\varepsilon+\dots$. The terms linear in $\eta$ are
\begin{equation}
(H_0-E_C)\phi_1+H_{\rm SO}\phi_0=\varepsilon\phi_0 .
\end{equation}
Applying $P$ removes the first term, because $PH_0=E_CP$. There remains $PH_{\rm SO}P\phi_0=\varepsilon\phi_0$. By \eqref{eq:PHP} and Lemma 3, $\varepsilon=-\zeta$ or $+\zeta/2$, which is \eqref{eq:thm1}. The same argument with Lemma 4 gives $\varepsilon=0$ for the valence edge. By (A2) the gap is the difference of these edges, which is \eqref{eq:thm2}.

\paragraph{Remark: splitting and lowering.}
To first order the splitting is $\Delta=E_{3/2}-E_{1/2}=\tfrac32\zeta$, so the gap falls by $\tfrac23\Delta$, not by $\Delta$. To the same order the mean of the six levels stays put, since $2(-\zeta)+4(\tfrac12\zeta)=0$. If $\zeta$ were negative, the quartet would lie lowest and the gap would fall by $|\zeta|/2$.

\paragraph{Remark: why the structure must be cubic.}
Let a tetragonal distortion shift $|z\rangle$ by $-\delta$ relative to $|x\rangle,|y\rangle$. In the orthonormal basis $A$, $B/\sqrt2$, equations \eqref{eq:lsA} and \eqref{eq:lsB} give the matrix
\begin{equation}
\begin{pmatrix}-\delta&-\zeta/\sqrt2\\-\zeta/\sqrt2&-\zeta/2\end{pmatrix}
\end{equation}
if the coupling keeps its cubic form. For $\delta>0$ the edge without spin-orbit coupling is at $-\delta$, and the lower eigenvalue lies below it by
\begin{equation}
F=\tfrac12\left(\tfrac\zeta2-\delta\right)+\tfrac12\sqrt{\left(\delta-\tfrac\zeta2\right)^2+2\zeta^2}.
\label{eq:tetra}
\end{equation}
At $\delta=0$ this is $\zeta/4+3\zeta/4=\zeta$. For $\delta\gg\zeta$ it tends to $\zeta^2/(2\delta)$: an isolated p orbital has no first-order coupling left. The full fall by $\zeta$ relies on the threefold degeneracy.

\section{Second half: the covalent crystal, its corrections and an example}

\subsection{Symbols and results carried over}

The first half showed that, for a cubic crystal with both band edges at $\mathbf k_R=(\pi/a)(1,1,1)$, spin-orbit coupling acts in the conduction triplet as $\zeta\,\mathbf l\cdot\mathbf s$. Its eigenvalues are $-\zeta$ for $j=1/2$ and $+\zeta/2$ for $j=3/2$. To first order the singlet valence edge $E_V$ stays fixed and the gap $E_g$ falls by $\zeta$. The angular momentum matrices of a p shell are $(l_a)_{ij}=-i\epsilon_{aij}$. What follows finds $\zeta$ and the leading corrections in a tight-binding model, where the levels at R can be obtained in closed form.

\subsection{The model}

Each Pb and each of the three halides X$_n$ ($n=x,y,z$, at $\tfrac a2\mathbf e_n$) carries one s and three p orbitals, all orthonormal. Their energies are $E_s,E_p$ on Pb and $E_S,E_P$ on X. Electrons hop between nearest Pb and X neighbours. For a bond with unit vector $\mathbf d$ from Pb to X the matrix elements (Pb orbital first) are
\begin{align}
t_{s,s}&=V_{ss}, & t_{s,p_i}&=V_{sp}d_i,\nonumber\\
t_{p_i,s}&=-V_{ps}d_i, & t_{p_i,p_j}&=(V_\sigma-V_\pi)d_id_j+V_\pi\delta_{ij}.
\label{eq:hop}
\end{align}
Elements with one p orbital change sign with $\mathbf d$, because a p orbital is odd; the others do not. Spin-orbit coupling acts on each site as $\zeta_{\rm Pb}\,\mathbf l\cdot\mathbf s$ or $\zeta_X\,\mathbf l\cdot\mathbf s$ in the p shell, with both constants positive.

\subsection{Lemma 5: selection rules at R}

At R, Pb p$_n$ couples to the s orbital of X$_n$ and to no other halide orbital, and Pb s couples to the bond-directed orbitals p$_n$ of X$_n$ and to no others.

\paragraph{Proof.}
Give each orbital in a Bloch sum the phase $e^{i\mathbf k\cdot\mathbf r}$ of its own site. A Pb atom has neighbours X$_n$ at $\pm\tfrac a2\mathbf e_n$. Elements that are even in $\mathbf d$ add up to $2\cos(k_na/2)$ times their value, and odd ones to $2i\sin(k_na/2)$ times their value at $\mathbf d=\mathbf e_n$. At R, $k_na/2=\pi/2$. All even elements, s--s and p--p, cancel. The odd ones survive:
\begin{equation}
\langle s|H|X_np_n\rangle=2iV_{sp},\qquad
\langle p_n|H|X_ns\rangle=-2iV_{ps}.
\label{eq:surv}
\end{equation}

Halides on opposite sides of Pb have opposite phases at R. Two s orbitals with opposite signs form an odd combination, which matches Pb p. Two p$_n$ orbitals with opposite signs form an even one, which matches Pb s.

We have shown that, to first order, spin-orbit coupling lowers the cubic crystal's gap by $\zeta$ when $\zeta>0$, and that in the tight-binding model Pb p couples at R only to halide s, and Pb s only to bond-directed halide p. It remains to find the model's band edges, the value of $\zeta$ and the leading corrections, and to test them in a worked example and examine where the result stops holding.
